# Why the E1 transition is nearly two-dimensional, and its two-thirds rule

**Question.** In a zincblende semiconductor, the optical structure called E1 lies above the fundamental gap. The crystal is three-dimensional, yet E1 is described as a two-dimensional critical point. It also has a partner at higher energy, E1 + Δ1. Why does the dimension appear to drop, and how is $\Delta_1$ related to the spin-orbit splitting $\Delta_0$ of the valence band at $\Gamma$?

**Answer.**

## The bands involved

Light connects states of practically equal wavevector. What matters is therefore the gap between two bands, $E_{cv}(\mathbf k)=E_c(\mathbf k)-E_v(\mathbf k)$, and not either band alone. A critical point is a place where the gradient of $E_{cv}$ vanishes.

E1 comes from the lines joining $\Gamma$ to the points L, along the directions of type [111]. Let $\mathbf n$ be the unit vector along one line, and let $x,y$ be axes across it. The line has a threefold rotation axis and three mirror planes. Without spin, the relevant states are:

- the lowest conduction state $C$, unchanged by these operations (symmetry $\Lambda_1$);
- the top valence doublet $X,Y$, which transforms like $x,y$ (symmetry $\Lambda_3$);
- a valence singlet $Z$, also $\Lambda_1$, at an energy $\delta$ below the doublet.

The three valence states grow out of the p-like triplet at $\Gamma$. I treat the electrons as independent, so the attraction between electron and hole is left out. The algebra is in atomic units.

## Why the gap is stiff across the line and soft along it

Take a point $\mathbf k_0$ on the line and move away by a small $\boldsymbol\kappa$. The Hamiltonian for the periodic part of the Bloch function gains the terms $\boldsymbol\kappa\cdot\mathbf p+\kappa^2/2$, for a local potential without spin-orbit coupling. Second-order perturbation theory for a nondegenerate band $n$ gives

$$
E_n(\boldsymbol\kappa)=E_n+\boldsymbol\kappa\cdot\mathbf p_{nn}+\frac{\kappa^2}{2}+\sum_{m\neq n}\frac{|\boldsymbol\kappa\cdot\mathbf p_{nm}|^2}{E_n-E_m}.
$$

For the doublet I use the mean of its two energies, with the sum running over states outside the doublet. The free-electron term $\kappa^2/2$ is the same in both bands and cancels in the gap. The curvature of the gap therefore comes from momentum matrix elements alone, and close bands count most because of the denominators.

The closest pair is $C$ and the doublet. Its coupling depends on direction:

- **Along the line.** A rotation by 120° leaves $C$ and $p_n$ unchanged. It multiplies $X\pm iY$ by phases different from one. The matrix element must equal itself times such a phase, so $\langle C|p_n|X\rangle=\langle C|p_n|Y\rangle=0$.
- **Across the line.** The components $p_x,p_y$ transform like $X,Y$, so symmetry allows a coupling. It has one strength, $|\langle C|p_x|X\rangle|=|\langle C|p_y|Y\rangle|=P$, and the crossed elements vanish.

Now let $E_1$ be the gap at $\mathbf k_0$ and move by $\kappa$ along $x$. Only $X$ couples to $C$. The conduction state rises by $P^2\kappa^2/E_1$, $X$ falls by the same amount, and $Y$ stays. The mean of the doublet falls by half that amount, so the mean gap changes by

$$
\frac{P^2\kappa^2}{E_1}+\frac{P^2\kappa^2}{2E_1}=\frac{3P^2\kappa^2}{2E_1}\equiv\frac{\kappa^2}{2\mu},
\qquad \frac1\mu=\frac{3P^2}{E_1}.
$$

This is the pair's contribution to the inverse reduced mass across the line. It refers to the mean of the doublet: taken separately, the gaps $C$–$X$ and $C$–$Y$ change by $2P^2\kappa^2/E_1$ and $P^2\kappa^2/E_1$, which correspond to inverse masses $4P^2/E_1$ and $2P^2/E_1$. These shifts count only the coupling to $C$, and they are the leading change only at L. Away from L symmetry also allows a direct transverse momentum element $\Pi$ within the doublet (see below). Without spin-orbit coupling it splits the doublet linearly, by $\pm\Pi\kappa$, so the two separate gaps are not stationary on the line and only their mean is parabolic. The masses of the spin-orbit split transitions are derived below. The term linear in $\boldsymbol\kappa$ vanishes across the line for $C$ and for the mean of the doublet, because their transverse momentum would have to be a vector unchanged by a rotation of 120°. Along the line the pair contributes nothing, and only other bands can bend the gap. Symmetry thus removes the largest term; it does not make the remainder zero. How flat the gap is depends on the material.

The same reasoning shows why the flatness does not reach $\Gamma$. There, $Z$ belongs to the triplet and couples to $C$ through $p_n$, with the small fundamental gap as denominator. This coupling pushes $C$ up along the line and does not act on the doublet, so the gap grows quickly. Further out, the denominator becomes $E_1+\delta$, which is much larger, and the matrix element itself shrinks. In the crystal computed below, $|\langle C|p_n|Z\rangle|^2$ falls from 0.34 at $\Gamma$ to about 0.02 at L. The larger denominator alone would leave a term of about 2.4 in the inverse mass along the line; with the smaller matrix element it is 0.16.

## A computed crystal

A model zincblende crystal with lattice constant 5.60 Å and round pseudopotential parameters gives these values without spin-orbit coupling:

| Fraction of Γ–L | Gap (eV) | $P^2$ (a.u.) | $\delta$ (eV) |
|---|---|---|---|
| 0 | 1.307 | | |
| 0.25 | 2.521 | | |
| 0.50 | 2.675 | 0.355 | 3.285 |
| 0.75 | 2.539 | 0.362 | 4.630 |
| 1 | 2.485 | 0.365 | 5.196 |

The gap changes by 1.37 eV over the inner half of the line, 1.21 eV of it in the first quarter. Over the sampled points of the outer half it varies by $W=0.19$ eV. Starting from the fraction 0.75 and moving a quarter of the line length *across* the line raises the gap by 1.86 eV.

At L the pair formula can be evaluated by hand. The gap of 2.485 eV is 0.0913 hartree, so

$$
\frac{3P^2}{E_1}=\frac{3\times0.3652}{0.0913}\approx12.0 .
$$

The remaining bands add 1.9, for a total inverse mass of about 13.8 in units of $1/m_e$, or $\mu\approx0.072\,m_e$. Along the line the pair gives zero and the others give 0.24. The gap is therefore about $13.8/0.24\approx58$ times stiffer across the line than along it.

In this crystal L is a minimum of the gap along the line. The larger value at half-way shows that a maximum lies further in; it is about 2.71 eV near the fraction 0.4. The section from 0.25 to 0.5 lies in nearly the same energy window, so the flat part of this crystal runs from about 0.25 to L and spans about 0.22 eV. The value $W=0.19$ eV refers to the outer half only. Another crystal may order these differently, since no symmetry fixes the sign of the small longitudinal curvature.

## From a flat line to a step

Write the gap near the flat part as

$$
E_{cv}=E_1+\frac{k_t^2}{2\mu}+f(q),\qquad 0\le f\le W,
$$

where $k_t$ is the wavevector across the line, $q$ runs along it, and $E_1$ now denotes the lowest gap on the flat part. I take $\mu$ as constant. The joint density of states for one pair of bands and one spin is

$$
J(E)=\int\frac{d^3k}{(2\pi)^3}\,\delta\big(E-E_{cv}(\mathbf k)\big).
$$

With $\varepsilon=k_t^2/2\mu$ we have $d\varepsilon=k_t\,dk_t/\mu$, so the area element is $2\pi k_t\,dk_t=2\pi\mu\,d\varepsilon$. The delta function fixes $\varepsilon=E-E_1-f(q)$, which must not be negative. Hence

$$
J(E)=\frac{2\pi\mu}{8\pi^3}\int dq\,\theta\big(E-E_1-f(q)\big)=\frac{\mu}{4\pi^2}\,\ell(E),
$$

where $\ell(E)$ is the length of line on which $f<E-E_1$.

For $E-E_1>W$ the whole flat length $K$ takes part, and

$$
J=\frac{\mu K}{4\pi^2}
$$

does not depend on energy. A constant density starting at an edge is the signature of a minimum in two dimensions. The third dimension survives only as the factor $K$, which counts how much line contributes. At L the line continues into the neighbouring zone, so the eight half-lines join in pairs and the flat parts on both sides of L belong together.

Closer to the edge the third dimension returns. Near a smooth minimum, $f=q^2/2\mu_\parallel$, the condition $f<E-E_1$ gives

$$
\ell=2\sqrt{2\mu_\parallel(E-E_1)},
$$

the square-root edge of an ordinary three-dimensional minimum. "Two-dimensional" therefore names a regime: energies beyond $W$ from the edge, or a broadening that hides structure on the scale of $W$. It also ends at high energy, where the gap across the line is no longer parabolic.

A simple profile shows the passage between the regimes. For $f=\tfrac W2[1-\cos(2\pi q/K)]$, the condition $f<\varepsilon_0$, with $\varepsilon_0=E-E_1<W$, means $\cos(2\pi q/K)>1-2\varepsilon_0/W$, so

$$
\frac{\ell}{K}=\frac1\pi\arccos\!\Big(1-\frac{2\varepsilon_0}{W}\Big).
$$

At $\varepsilon_0=W/4$ this is $\tfrac1\pi\arccos\tfrac12=\tfrac13$, and at $W/2$ it is $\tfrac12$. Direct counting of k points with $W=0.1$ eV gives 0.333 and 0.500 of the full step, and 1.000 at 0.15 and 0.25 eV.

In the computed crystal the step is not sharp. The sampled gaps from fraction 0.75 to L lie within $2.539-2.485=0.054$ eV, so about half of the outer section joins in that interval. The rest joins more slowly, up to 0.19 eV. This fixes the width of the edge for this section of the line. It does not show that $J$ is constant above the edge, since the density of states of the crystal itself is not computed here. The transverse mass changes along the line. With spin-orbit coupling the masses derived below hold only while $P^2\kappa^2/E_1\ll\Delta_1$; beyond that the pair term of the lower transition tends toward $2P^2/E_1$, a heavier mass, so its density can keep rising above the edge. In this crystal $\Delta_1$ is about as large as $W$, so energies beyond $W$ already lie outside the range of that mass, and a flat plateau of the lower transition is not to be expected.

## What the dielectric function shows

For a field of amplitude $\mathcal E$, the vector potential has amplitude proportional to $\mathcal E/\omega$. The golden rule gives a transition rate proportional to $(\mathcal E^2/\omega^2)\,|p|^2J(\omega)$. The absorbed power is $\omega$ times this rate, and it is also proportional to $\omega\,\epsilon_2\mathcal E^2$. Therefore $\epsilon_2\propto|p|^2J/\omega^2$. In the crystal above, $P^2$ changes by about 3% over the outer half of the line. I also take it as constant across the line, an approximation for energies near the edge, where only points close to the line contribute. The ideal step then gives

$$
\epsilon_2(\omega)=\frac{B}{\omega^2}\,\theta(\omega-E_1),
$$

with a constant $B$. This extends the step to all higher energies, an idealization that affects the smooth background more than the shape at the edge.

The Kramers-Kronig relation for $\omega<E_1$ reads

$$
\epsilon_1-1=\frac2\pi\int_{E_1}^\infty\frac{x\,\epsilon_2(x)}{x^2-\omega^2}dx=\frac{2B}{\pi}\int_{E_1}^\infty\frac{dx}{x(x^2-\omega^2)} .
$$

Since

$$
\frac1{x(x^2-\omega^2)}=\frac1{\omega^2}\Big[\frac{x}{x^2-\omega^2}-\frac1x\Big],
$$

an antiderivative is $\frac1{2\omega^2}\ln\frac{x^2-\omega^2}{x^2}$. It vanishes at infinity, and the lower limit enters with a minus sign:

$$
\epsilon_1(\omega)-1=-\frac{B}{\pi\omega^2}\ln\Big(1-\frac{\omega^2}{E_1^2}\Big).
$$

The complex function $\epsilon-1$ has the same form with $\omega$ replaced by $z=\omega+i0$. Above the edge the argument of the logarithm is negative with an infinitesimal negative imaginary part. The logarithm then contains $-i\pi$, and the prefactor turns this into $+iB/\omega^2$, the step we started from. A two-dimensional minimum thus gives a step in $\epsilon_2$ and a logarithmic peak in $\epsilon_1$ at the same energy. Broadening, or the finite $W$, cuts off the peak.

## Spin-orbit coupling at Γ and on the line

For p-like states the spin-orbit coupling is $H_{so}=\lambda\,\mathbf L\cdot\mathbf S$, with $L=1$ and $S=\tfrac12$. At $\Gamma$ the three orbitals are degenerate, so the total angular momentum $j$ labels the levels:

$$
\mathbf L\cdot\mathbf S=\tfrac12\big[j(j+1)-2-\tfrac34\big]=
\begin{cases}+\tfrac12,& j=\tfrac32\\ -1,& j=\tfrac12\end{cases}
$$

The splitting is

$$
\Delta_0=\frac\lambda2-(-\lambda)=\frac{3\lambda}2 .
$$

On the line, $Z$ lies lower by $\delta$. Combine the doublet into $|\pm1\rangle=\mp(X\pm iY)/\sqrt2$, which have $L_n=\pm1$; the singlet has $L_n=0$. Split the coupling accordingly:

$$
\lambda\,\mathbf L\cdot\mathbf S=\lambda L_nS_n+\frac\lambda2\,(L_+S_-+L_-S_+).
$$

The operators $L_\pm$ change $L_n$ by one. They take a doublet state to the singlet, never to the other doublet state. If $\delta\gg\lambda$, first-order theory keeps only what acts within the doublet, namely $\lambda L_nS_n$. Its values are

$$
+\frac\lambda2\ \text{ for }|{+1}\uparrow\rangle,|{-1}\downarrow\rangle,\qquad
-\frac\lambda2\ \text{ for }|{+1}\downarrow\rangle,|{-1}\uparrow\rangle .
$$

The conduction state is a single orbital. Rotation and mirror symmetry make the expectation value of every component of $\mathbf L$ vanish in it, so it does not split in first order. The optical splitting is therefore that of the valence doublet, $\Delta_1=\lambda$. If $\lambda$ is the same as at $\Gamma$,

$$
\boxed{\Delta_1=\lambda=\tfrac23\,\Delta_0 }
$$

At $\Gamma$ all three components of $\mathbf L$ act on the degenerate triplet. On the line the crystal field leaves only the component along $\mathbf n$ active. The factor two-thirds compares these two situations.

The masses of the split transitions are simplest at L. There $\mathbf k$ and $-\mathbf k$ are equivalent, so time reversal allows real Bloch functions, and the momentum matrix within the doublet is then antisymmetric, with the single element $\langle X|\mathbf p|Y\rangle$. The antisymmetric combination of $X$ and $Y$ is unchanged by the threefold rotation, so the transverse part of this element would be an invariant vector and must vanish. At L there is thus no direct transverse momentum coupling within the doublet. Each state $|\pm1\rangle$ couples to $C$ of the same spin with strength $P\kappa/\sqrt2$. Let $E_1$ now be the gap to the upper valence pair. For spin up, and for $P^2\kappa^2/E_1\ll\Delta_1$, the conduction state rises by

$$
\frac{P^2\kappa^2}{2}\Big(\frac1{E_1}+\frac1{E_1+\Delta_1}\Big),
$$

while $|{+1}\uparrow\rangle$ falls by $P^2\kappa^2/2E_1$ and $|{-1}\uparrow\rangle$ by $P^2\kappa^2/2(E_1+\Delta_1)$. Adding the shifts and equating to $\kappa^2/2\mu$ gives

$$
\frac1{\mu_{E_1}}=P^2\Big(\frac2{E_1}+\frac1{E_1+\Delta_1}\Big),\qquad
\frac1{\mu_{E_1+\Delta_1}}=P^2\Big(\frac1{E_1}+\frac2{E_1+\Delta_1}\Big).
$$

Spin down gives the same result with $|{+1}\rangle$ and $|{-1}\rangle$ exchanged. Both become $3P^2/E_1$ when $\Delta_1\to0$. For the computed crystal these pair terms alone give 0.082 and 0.084 $m_e$, nearly equal at L. Away from L the argument with real functions fails, and symmetry allows a direct element $|\langle +1|\boldsymbol\kappa\cdot\mathbf p|{-1}\rangle|=\Pi\kappa$. In second order it raises the upper valence state and lowers the lower one by $\Pi^2\kappa^2/\Delta_1$. It therefore changes $1/\mu_{E_1}$ by $-2\Pi^2/\Delta_1$ and $1/\mu_{E_1+\Delta_1}$ by $+2\Pi^2/\Delta_1$. The denominator is small and $\Pi$ is not computed here, so the two steps are shown to have similar heights only for the part of the line near L.

## When two-thirds is not enough

**Mixing with the singlet.** The neglected terms connect $|{+1}\downarrow\rangle$, at energy $-\lambda/2$, to $|0\uparrow\rangle$, at $-\delta$. Since $L_-|{+1}\rangle=\sqrt2\,|0\rangle$, the matrix element is $\lambda/\sqrt2$. The upper eigenvalue of this two-by-two problem is

$$
E_+=\tfrac12\Big[-\delta-\tfrac\lambda2+\sqrt{(\delta-\tfrac\lambda2)^2+2\lambda^2}\Big].
$$

The state $|{+1}\uparrow\rangle$ has no partner and stays at $\lambda/2$. Hence, within the p shell,

$$
\Delta_1=\frac\lambda2-E_+=\frac{3\lambda}4+\frac\delta2-\frac12\sqrt{(\delta-\tfrac\lambda2)^2+2\lambda^2}.
$$

For large $\delta$ the root is approximately $\delta-\lambda/2+\lambda^2/\delta$, so

$$
\Delta_1\simeq\lambda-\frac{\lambda^2}{2\delta}=\frac23\Delta_0-\frac{2\Delta_0^2}{9\delta}.
$$

At $\delta=0$ the root is $3\lambda/2$ and $\Delta_1=0$: the two upper pairs merge into the fourfold $j=\tfrac32$ level of $\Gamma$. The rule therefore fails close to $\Gamma$. With $\Delta_0=0.3$ eV, the ratio $\Delta_1/\Delta_0$ is 0.423 for $\delta=0.3$ eV, 0.594 for 1 eV and 0.644 for 3 eV. These values take $Z$ as a pure p orbital with the same $\lambda$ as the doublet. In a crystal the coupling to the singlet can be weaker: at L in the computed crystal the singlet lowers $\Delta_1$ by only 0.0006 eV, against 0.003 eV from the formula.

**A change of the orbitals.** The constant $\lambda$ measures how much p character the valence state has near the nuclei, and on which atoms. This can change between $\Gamma$ and L. In first order the rule then becomes

$$
\frac{\Delta_1}{\Delta_0}=\frac23\,\frac{\lambda_L}{\lambda_\Gamma}.
$$

The angular factor remains, and the second factor belongs to the material.

The crystal calculation includes both effects. Its spin-orbit strength is set so that $\lambda_\Gamma=0.200$ eV. The first-order value of $\Delta_0$ is thus 0.300 eV; the full calculation gives 0.305 eV. At L it gives $\Delta_1=0.190$ eV, with transitions at 2.39 and 2.58 eV. The ratio is

$$
\frac{0.1902}{0.3052}=0.623,
$$

about 7% below two-thirds. The orbitals alone give slightly more than this reduction: their p weights give $\lambda_L/\lambda_\Gamma=0.931$, and $\tfrac23\times0.931=0.621$.

The small remainder is positive, whereas mixing with the singlet alone would lower the ratio. In the full crystal, spin-orbit coupling also mixes in other bands and changes $\Delta_0$ as well; the calculation does not separate these contributions. With the coupling ten times weaker the ratio is 0.621, as the first-order formula requires.

Along the outer half of the line, $\Delta_1$ goes from 0.194 to 0.190 eV. The second gap thus lies above the first by almost the same energy at every sampled point of this section. In this crystal that energy is about as large as $W$, so the second rise in the density of states begins roughly where the first one ends, and the two need not appear as separate steps. The numerical check checks the selection rule, the masses, the density of states and the splitting formulas numerically.

## Values computed for the example and the checks

```
lattice constant: 5.60 angstrom
symmetric form factors G2=3,8,11: -3.1 0.1 0.8 eV
antisymmetric form factors G2=3,4,11: 1.0 0.7 0.1 eV
length Gamma-L: 0.9717 1/angstrom
fraction of Gamma-L | gap eV | P2 a.u. | delta eV
  0.000 | 1.307
  0.250 | 2.521
  0.500 | 2.675 | 0.3549 | 3.285
  0.625 | 2.601 | 0.3588 | 4.024
  0.750 | 2.539 | 0.3622 | 4.630
  0.875 | 2.499 | 0.3644 | 5.045
  1.000 | 2.485 | 0.3652 | 5.196
gap variation W on outer half of line: 0.189 eV
gap change on inner half of line: 1.367 eV
gap rise a quarter line length across: 1.859 eV
gap at L with larger basis: 2.488 eV
inverse reduced mass at L, 1/m_e: pair | remote | total
  along: 0.000 | 0.239 | 0.239
  across: 11.994 | 1.861 | 13.848
mean reduced mass across at L: 0.0722 m_e
chosen lam at Gamma: 0.200 eV
Delta0 of crystal: 0.3052 eV
Delta1 at fraction 0.50: 0.1940 eV
Delta1 at fraction 0.75: 0.1907 eV
Delta1 at fraction 1.00: 0.1902 eV
small splitting of upper pair at 0.50: 0.000 meV
lam_L/lam_Gamma from p weights: 0.9314
Delta1/Delta0 at L, full calculation: 0.6230
(2/3)*lam_L/lam_Gamma: 0.6210
Delta1/Delta0 at L, coupling ten times weaker: 0.6212
E1 at L with spin: 2.393 eV
E1+Delta1 at L with spin: 2.583 eV
pair-only mass across, E1: 0.0823 m_e
pair-only mass across, E1+Delta1: 0.0844 m_e
p shell Delta0: 0.3000 eV
p shell, delta 0.0 eV: Delta1/Delta0 = 0.0000
p shell, delta 0.3 eV: Delta1/Delta0 = 0.4226
p shell, delta 1.0 eV: Delta1/Delta0 = 0.5943
p shell, delta 3.0 eV: Delta1/Delta0 = 0.6437
p shell, delta 10.0 eV: Delta1/Delta0 = 0.6599
line model: mu 0.1 m_e, K 1.0 1/angstrom, W 0.1 eV
step height mu*K/(4 pi^2): 3.32420e-04 1/(eV angstrom^3)
  0.025 eV above edge: J/step = 0.3329
  0.050 eV above edge: J/step = 0.5000
  0.150 eV above edge: J/step = 1.0000
  0.250 eV above edge: J/step = 1.0000
```
